# Gaussian interface-roughness scattering: Bessel-function rate and its peak in correlation length

**The decision at stake.** To fit a roughness-limited mobility, one must choose the range of correlation lengths to search. In the unscreened silicon example below, 2 nm gives 4295 cm²/Vs and 8 nm gives 4442 cm²/Vs, with every other setting fixed. Screening moves the matching pair (8 nm then gives about 2.6 times the mobility at 2 nm) but does not remove the ambiguity. A mobility at one density therefore does not determine the correlation length: the scattering rate rises, peaks and falls, so a search must say which side of the peak it covers.

## Model and conventions

The algebra uses atomic units, with masses in electron masses. Electrons occupy one subband with isotropic in-plane mass $m$ and normal mass $m_n$. The in-plane position is $\mathbf r$ and the depth is $y$. An infinite barrier ends at $y=\zeta(\mathbf r)$, where

$$\langle\zeta\rangle=0,\qquad \langle\zeta(\mathbf r)\zeta(0)\rangle=\Delta^2e^{-r^2/\Lambda^2}.$$

Here $\Delta$ is the rms height and $\Lambda$ the correlation length; the numerical output calls them D and L. With $e^{-r^2/2\Lambda^2}$ instead, the number called $\Lambda$ would be smaller by $\sqrt2$ for the same surface.

The potential energy $V(y)$ stays fixed when the wall moves, so the electrons do not screen the roughness. Scattering conserves spin and valley and is treated to lowest order in $\zeta$.

## Matrix element

Measure depth from the local wall, $u=y-\zeta(\mathbf r)$. This change of variable has unit Jacobian and makes the boundary flat. At fixed $y$ the in-plane gradient becomes $\nabla-(\nabla\zeta)\partial_u$, whose square is

$$\nabla^2-2\nabla\zeta\cdot\nabla\,\partial_u-(\nabla^2\zeta)\partial_u+O(\zeta^2).$$

Multiplying by $-1/2m$ and expanding $V(u+\zeta)$ gives the first-order perturbation

$$H_1=\zeta V'(u)+\frac1{2m}\left(2\nabla\zeta\cdot\nabla+\nabla^2\zeta\right)\partial_u .$$

The bound state $\psi(u)$ is real and vanishes at both ends, so $\int\psi\psi'\,du=\tfrac12[\psi^2]=0$. The gradient terms therefore drop out within the subband. For area $A$ and $\mathbf q=\mathbf k'-\mathbf k$,

$$M_{\mathbf k'\mathbf k}=\frac FA\int d^2r\,e^{-i\mathbf q\cdot\mathbf r}\zeta(\mathbf r),\qquad F=\int\psi^2V'\,du .$$

This first-order result does not require $\Lambda$ to be long. It was tested on a triangular well with $2m=1$, unit force and a wall $a\cos Gx$, for $a=0.005$ and $G=0.5$, 1 and 2. The wall couples the waves $\pm G/2$ with $M=Fa/2$, so their levels should split by $2M=Fa$. Solving the boundary condition on the curved wall gave a worst ratio to this prediction of 0.99998.

To find $F$, let $P(y)$ be the fraction of the layer's electrons deeper than $y$, and place the depletion charge beyond the layer. Gauss's law gives $V'=(4\pi/\kappa)(N_{dep}+n_sP)$, where $\kappa$ is the semiconductor permittivity. Since $\psi^2=-P'$, the mean of $P$ is $-\int P'P\,dy=P(0)^2/2=1/2$. Hence

$$F=\frac{4\pi}{\kappa}\left(N_{dep}+\frac{n_s}2\right).$$

A uniform wall displacement must change the subband energy by $F$ per unit length. In the self-consistent potential of the example, the computed derivative divided by this formula is 0.99998.

## From the golden rule to Bessel functions

The Fourier transform of the autocorrelation is a product of two one-dimensional Gaussian integrals, each equal to $\sqrt\pi\,\Lambda e^{-q_i^2\Lambda^2/4}$:

$$S(q)=\pi\Delta^2\Lambda^2e^{-q^2\Lambda^2/4}.$$

The averaged transition rate is

$$W_{\mathbf k'\mathbf k}=\frac{2\pi F^2S(q)}A\,\delta(E_{k'}-E_k).$$

It is symmetric in its two states, so the products of occupations cancel and the net flow out of $\mathbf k$ towards $\mathbf k'$ is $W(f_{\mathbf k}-f_{\mathbf k'})$. A weak electric field drives a deviation proportional to $\cos\varphi$, with $\varphi$ the direction of $\mathbf k$. For a final direction $\varphi+\theta$,

$$\cos\varphi-\cos(\varphi+\theta)=\cos\varphi(1-\cos\theta)+\sin\varphi\sin\theta .$$

The last term averages to zero because $W$ is even in $\theta$. The deviation therefore decays at the rate

$$\frac1\tau=\sum_{\mathbf k'}W_{\mathbf k'\mathbf k}(1-\cos\theta).$$

Replace the sum by $A\int d^2k'/(2\pi)^2$ and use $d^2k'=m\,dE'\,d\theta$. The factors combine as $2\pi\cdot m/(2\pi)^2=m/2\pi$. With $\langle\cdots\rangle_\theta=(2\pi)^{-1}\int_0^{2\pi}\cdots d\theta$,

$$\frac1\tau=mF^2\langle S(q)(1-\cos\theta)\rangle_\theta .$$

On the energy shell $q^2=2k^2(1-\cos\theta)$. Define $x=k\Lambda$ and $z=x^2/2$, so that $q^2\Lambda^2/4=z(1-\cos\theta)$. Then

$$\frac1\tau=\pi mF^2\Delta^2\Lambda^2f(z),\qquad f(z)=\langle(1-\cos\theta)e^{-z(1-\cos\theta)}\rangle_\theta .$$

The modified Bessel functions are $I_0(z)=\langle e^{z\cos\theta}\rangle_\theta$ and $I_1(z)=\langle\cos\theta\,e^{z\cos\theta}\rangle_\theta$. Taking out $e^{-z}$ gives

$$\boxed{\frac1\tau=\pi mF^2\Delta^2\Lambda^2e^{-z}[I_0(z)-I_1(z)],\qquad z=\frac{(k\Lambda)^2}2.}$$

In SI units the right side is divided by $\hbar^3$, with $F$ in newtons and $m$ in kilograms. A direct golden-rule sum over a plane of final states, with a narrow energy window in place of the delta function, agreed at $x=0.6$ and 1.7 to a relative $1.5\times10^{-4}$.

## Which variable produces the peak

At fixed $\Lambda$, $F$ and $\Delta$, the dependence on $k$ is contained in $f$, and

$$\frac{df}{dz}=-\langle(1-\cos\theta)^2e^{-z(1-\cos\theta)}\rangle_\theta<0.$$

The rate then falls steadily from its value at $k=0$, with no peak at finite $k\Lambda$. Sweeping the gate voltage is a different operation, because it changes $F$ as well as the Fermi wavevector.

The peak appears when $\Lambda$ varies at fixed $k$, $F$ and $\Delta$. Substituting $\Lambda^2=x^2/k^2$ gives

$$\frac1\tau=\frac{\pi mF^2\Delta^2}{k^2}G(x),\qquad G(x)=x^2f(x^2/2)=2zf(z).$$

For small $x$, expand the exponential and use $\langle1-\cos\theta\rangle_\theta=1$ and $\langle(1-\cos\theta)^2\rangle_\theta=3/2$:

$$G=x^2\left(1-\tfrac34x^2+\cdots\right).$$

Short-range roughness scatters almost isotropically, and its spectral power grows as $\Lambda^2$.

For large $x$, small angles dominate and $1-\cos\theta\simeq\theta^2/2$. Extending the angular integral to infinity gives

$$f\simeq\frac1{2\pi}\int_{-\infty}^{\infty}\frac{\theta^2}2e^{-z\theta^2/2}d\theta=\frac1{2\sqrt{2\pi}\,z^{3/2}}=\frac1{\sqrt\pi\,x^3}.$$

Thus $G\simeq1/(\sqrt\pi\,x)$ and $1/\tau\simeq\sqrt\pi\,mF^2\Delta^2/(k^3\Lambda)$. Long-range roughness deflects electrons by angles of order $1/x$, which relax little momentum. Since $G$ is positive and vanishes at both ends, it has a maximum at finite $x$.

## Peak condition and uniqueness

Differentiating the integral for $I_0$ gives $I_0'=I_1$. For $I_1$, write $\cos^2\theta=1-\sin^2\theta$ and integrate the second term by parts:

$$I_1'=I_0-\langle\sin^2\theta\,e^{z\cos\theta}\rangle_\theta=I_0-\frac{I_1}z .$$

Therefore

$$\begin{aligned}\frac d{dz}\left[ze^{-z}(I_0-I_1)\right]&=e^{-z}\left[(1-z)(I_0-I_1)+z\left(I_1-I_0+\frac{I_1}z\right)\right]\\&=e^{-z}[I_0-2z(I_0-I_1)]\\&=e^{-z}I_0[1-h(z)],\end{aligned}$$

with $h=2z(1-R)$ and $R=I_1/I_0$. For $x>0$ this has the same sign as $dG/dx$. A stationary point requires $h=1$, or

$$\frac{I_1(z)}{I_0(z)}=1-\frac1{2z}.$$

To count the solutions, use $R'=1-R/z-R^2$, which follows from the two Bessel derivatives:

$$h'=2(1-R)-2zR'=2[1-z(1-R^2)].$$

Where $h=1$, $1-R=1/(2z)$ and $1+R=2-1/(2z)$. Their product gives $z(1-R^2)=1-1/(4z)$, so

$$h'=\frac1{2z}>0 .$$

Every crossing of $h=1$ is upward. Two upward crossings of a continuous function would need a downward one between them, so there is exactly one. Numerically,

$$z_*=0.78998,\qquad x_*=(k\Lambda)_*=1.2570,\qquad G(x_*)=0.5275 .$$

In the convention $e^{-r^2/2\Lambda^2}$ the same peak lies at $k\Lambda=0.8888$.

Two points matter in code. First, $h$ is not monotonic: the computed values satisfy $h(3)>h(300)>1$. Where $h$ decreases, a Newton step for $h-1=0$ moves away from the root, so a bracketing method on $0.2<z<3$ is safer. Second, use the scaled functions $e^{-z}I_n(z)$ to avoid overflow. At large $z$ each is about $1/\sqrt{2\pi z}$, which is $2z$ times their difference, so subtraction magnifies relative rounding error by about $2z$. The large-$x$ form avoids this.

## Silicon inversion layer at 4 K

Take a silicon (100) layer with rough typical parameters: $m=0.19$, $m_n=0.916$, permittivity 11.7, $n_s=3\times10^{12}$ cm⁻², $N_{dep}=10^{12}$ cm⁻², $\Delta=0.2$ nm and $\Lambda=2$ nm. The charge sum $N_{dep}+n_s/2=2.5\times10^{12}$ cm⁻² gives a mean field of 0.387 MV/cm.

Two spins and two valleys give $n_s=4\pi k_F^2/(2\pi)^2=k_F^2/\pi$. Hence $k_F=\sqrt{\pi n_s}=0.307$ nm⁻¹ and the Fermi energy is 18.9 meV. A one-subband Hartree calculation puts the next subband 47.7 meV above the lowest, and the other valleys 46.7 meV above it. Both gaps exceed the Fermi energy, which supports the one-subband model. This calculation leaves out the static image potential of the oxide; including it lowers the gaps to about 45 and 43 meV, still well above the Fermi energy. Halving the mesh spacing changes the first gap by 0.004 meV; enlarging the box from 30 to 45 nm changes it negligibly.

The rate follows from

$$x=0.307\times2=0.614,\qquad z=0.1885,$$

$$f=e^{-0.1885}(1.0089-0.0947)=0.757,\qquad G=0.614^2\times0.757=0.285 .$$

The prefactor $\pi mF^2\Delta^2/k_F^2$ is 4.97 meV, so $\hbar/\tau=4.97\times0.285=1.42$ meV, or $1/\tau=2.16$ ps⁻¹. At low temperature the current is carried at the Fermi energy, so $\mu=e\tau(k_F)/m=4295$ cm²/Vs. Thermal averaging at 4 K changes this by a relative 0.03%.

The strongest scattering occurs at $\Lambda=1.257/0.307=4.09$ nm, with a rate of 3.98 ps⁻¹ and a mobility of 2324 cm²/Vs. At 1 and 16 nm the mobilities are about 14,000 and 10,300 cm²/Vs.

## Conditions of use and the real device

Screening is the largest correction sized here at 4 K. For $q\le2k_F$ the zero-temperature static response of a two-dimensional electron gas equals its density of states, $4m/2\pi$. The dielectric function is therefore $\epsilon=1+(4m/2\pi)v(q)$, where $v(q)$ is the Coulomb interaction averaged over the Hartree profile, including the image charge of an oxide of permittivity 3.9. It is 2.4 at $2k_F$ and larger at smaller $q$. Dividing $S$ by $\epsilon^2$ multiplies the example's rate by 0.127, raising the mobility to about 34,000 cm²/Vs. The peak moves only to $k_F\Lambda=1.13$. The unscreened formula thus places the peak much better than it gives the rate.

The shape of the roughness also matters. For the autocorrelation $\Delta^2e^{-\sqrt2r/\Lambda}$, the spectrum is $\pi\Delta^2\Lambda^2(1+q^2\Lambda^2/2)^{-3/2}$. Without screening, the example's rate is then 0.70 of the Gaussian one, and the peak lies at $k_F\Lambda=1.54$.

The ratio $\hbar/(E_F\tau)$ is 0.075 in the example and 0.14 at the peak. This ratio uses the transport rate, which discounts small-angle scattering. With the total rate, obtained by dropping $1-\cos\theta$, it is 0.08 at 2 nm, 0.22 at the peak, 0.38 at 8 nm and 0.74 at 16 nm, and the rms potential $F\Delta=7.7$ meV is 0.41 of $E_F$. The unscreened mobilities at 8 and 16 nm are therefore lowest-order values whose accuracy is not established here. These ratios do not bound the error. Nor do they test the expansion in $\zeta$, which worsens as $\Lambda$ shortens and the wall becomes steeper. In a triangular-well estimate without screening, and leaving out intermediate states in the same subband (which describe repeated scattering), the squared second-order amplitude is about 6% of the first-order rate at $\Lambda=2$ nm and about a third at 1 nm; other terms of the same order are not included. The mobility quoted at 1 nm is therefore only indicative.

Acoustic phonons can be estimated by giving each mode energy $k_BT$. For deformation potential $D_a$, mass density $\rho_m$ and sound speed $v_s$, absorption and emission together have, in a crystal of volume $\Omega$, the squared matrix element $D_a^2k_BT/(\rho_mv_s^2\Omega)$ times the squared overlap $|\int\psi^2e^{ipy}dy|^2$, where $p$ is the normal phonon momentum. Summing over $p$ uses $\int|\int\psi^2e^{ipy}dy|^2dp/2\pi=\int\psi^4dy$ and leaves $D_a^2k_BT\int\psi^4dy/(\rho_mv_s^2A)$, which does not depend on angle. Neglecting the phonon energy in the energy balance, the golden rule multiplies this by $2\pi\cdot Am/2\pi=Am$. In atomic units,

$$\frac1{\tau_{ac}}=\frac{mD_a^2k_BT}{\rho_mv_s^2}\int\psi^4dy .$$

With rough values of 12 eV, 2330 kg/m³ and 9000 m/s, this is 0.059 ps⁻¹ at 4 K. For an electron at the Fermi energy, phonon and electron occupations replace the classical factor $2k_BT/\hbar\omega$ by $2/\sinh(\hbar\omega/k_BT)$, which is much smaller here: at $q=2k_F$ the phonon energy is 3.6 meV, about ten times $k_BT$. Averaging this reduction over normal phonon momentum and over scattering angle, with the weight $1-\cos\theta$, lowers the rate by a factor of about 400, to roughly $10^{-4}$ ps⁻¹. Averaging also over the thermal width of the Fermi edge gives a factor of about 160, or about $4\times10^{-4}$ ps⁻¹. Within this phonon model, acoustic phonons are therefore negligible at 4 K even beside the screened roughness rate.

Roughness heights of 0.2 to 0.5 nm and correlation lengths of 1 to 3 nm are rough typical model values for the silicon–oxide interface. The example's height is at the low end; doubling it quadruples the rate. Good large-area silicon transistors at a few kelvin reach mobilities of roughly 10⁴ cm²/Vs, with charged defects also contributing. The unscreened 4295 cm²/Vs has a similar order of magnitude, but the factor of eight from screening shows that this is no validation. Exchange, correlation, barrier penetration and the charge and image terms created by the roughness itself are not included.

Scaled transistors usually work near room temperature, where the 4 K result should not be used. At 300 K, with the subband levels held fixed, 54% of the electrons lie outside the lowest subband; recomputing the levels self-consistently at 300 K lowers this to about 44%. The phonon estimate is 4.4 ps⁻¹, twice the example's roughness rate. If all electrons are nevertheless kept in one subband, unscreened thermal averaging doubles the mobility and moves its minimum to $k_F\Lambda=0.63$. The value 1.257 therefore belongs to a single wavevector, such as that of a degenerate layer, and not to a thermal average. The numerical output follows.

## Table of computed values

```
Peak z: 0.789978
Peak x = k L: 1.25696
Peak x if autocorrelation is exp(-r^2/2L^2): 0.88881
Peak height of G: 0.52747
Corrugated wall, worst splitting/first order: 0.9999795
Golden-rule sum, worst relative deviation: 0.00015
In-plane mass: 0.19 m_e
Normal mass: 0.916 m_e
Permittivities Si, oxide: 11.7, 3.9
Electron density: 3e+12 cm^-2
Depletion density: 1e+12 cm^-2
Roughness height: 0.2 nm
Correlation length: 2 nm
Mean field: 0.3866 MV/cm
Wall-shift force / mean force: 0.999978
Fermi wavevector: 0.307 nm^-1
Fermi energy: 18.9 meV
x in example: 0.614
z in example: 0.1885
I0(z): 1.0089
I1(z): 0.094667
exp(-z)[I0-I1]: 0.7572
G in example: 0.2854
Scale hbar*pi m F^2 D^2/k^2: 4.97 meV
Rate in example: 2.155 ps^-1
Mobility in example: 4295 cm2/Vs
Correlation length at peak: 4.094 nm
Rate at peak: 3.983 ps^-1
Mobility at peak: 2324 cm2/Vs
Mobility at L = 1 nm: 1.396e+04 cm2/Vs
Mobility at L = 8 nm: 4442 cm2/Vs
Mobility at L = 16 nm: 1.032e+04 cm2/Vs
Gap to second subband: 47.68 meV
Gap to other valleys: 46.72 meV
Gap shift, mesh halved: 0.0037 meV
Gap shift, box 30 to 45 nm: -6e-12 meV
Dielectric function at q = 2k: 2.4
Screened/unscreened rate: 0.127
Peak x with screening: 1.132
Exponential/Gaussian rate: 0.697
Peak x, exponential correlation: 1.541
Mobility ratio 4 K / 0 K: 1.0003
Mobility ratio 300 K / 0 K: 2.01
k_F L of lowest mobility, 300 K: 0.6261
Share outside lowest subband, 300 K: 0.54
Phonon inputs: 12 eV, 2330 kg/m3, 9000 m/s
Phonon rate estimate, 4 K: 0.059 ps^-1
Phonon rate estimate, 300 K: 4.4 ps^-1
Born parameter in example: 0.075
Born parameter at peak: 0.14
```
